\section*{Sensitivity of the Allen-Dynes critical temperature to lambda and mu*, part 2}

The Allen-Dynes formula estimates the critical temperature $T_c$ of a phonon-mediated superconductor from the Eliashberg function $\alpha^2F(\omega)$ and the Coulomb pseudopotential $\mu^*$. With $\hbar=k_B=1$, and frequencies and temperatures in kelvin,
\begin{align}
\lambda&=2\int_0^\infty\frac{d\omega}{\omega}\,\alpha^2F(\omega), \qquad
\bar\omega_2^2=\frac{2}{\lambda}\int_0^\infty d\omega\,\omega\,\alpha^2F(\omega),\nonumber\\
\ln\omega_{\log}&=\frac{2}{\lambda}\int_0^\infty\frac{d\omega}{\omega}\,\alpha^2F(\omega)\ln\omega ,\qquad r=\frac{\bar\omega_2}{\omega_{\log}},
\label{moments}
\end{align}
\begin{align}
T_c&=\frac{f_1f_2\,\omega_{\log}}{1.2}\,e^{-E},\quad E=\frac{1.04(1+\lambda)}{D},\quad D=\lambda-\mu^*(1+0.62\lambda),\label{AD}\\
f_1&=(1+x)^{1/3},\quad x=\left[\frac{\lambda}{2.46(1+3.8\mu^*)}\right]^{3/2},\\
f_2&=1+\frac{(r-1)y}{1+y},\quad y=\left[\frac{\lambda}{1.82(1+6.3\mu^*)r}\right]^{2}.
\end{align}
The model has $\omega_{\log}=300$ K, $r=1$ (so $f_2=1$), $\lambda=0.4$ and $1.5$, and $\mu^*$ from $\mu_1=0.10$ to $\mu_2=0.15$, midpoint $0.125$. Subscripts 1 and 2 on $T$, $E$ and $D$ denote values at $\mu_1$ and $\mu_2$.

At fixed $\omega_{\log}$ and $r$ the slopes are
\begin{align}
\frac{\partial\ln T_c}{\partial\lambda}&=\frac{1.04(1+0.38\mu^*)}{D^2}+\frac{a+b}{\lambda},\label{dl}\\
\frac{\partial\ln T_c}{\partial\mu^*}&=-\frac{1.04(1+\lambda)(1+0.62\lambda)}{D^2}-\frac{3.8a}{1+3.8\mu^*}-\frac{6.3b}{1+6.3\mu^*},\label{dm}
\end{align}
with $a=x/[2(1+x)]$ and $b=2(r-1)y/[(1+y)^2f_2]$. Define $S_\lambda=\lambda\,\partial\ln T_c/\partial\lambda$, $S_\mu=\mu^*\,\partial\ln T_c/\partial\mu^*$ and the spread $\sigma=\ln(T_1/T_2)$. As $\lambda\to\infty$, $S_\lambda\to\tfrac12$. For $\lambda=0.4$ and $1.5$ respectively, $E_1=5.2907$ and $1.9893$, midpoint $S_\lambda=7.3369$ and $1.1363$, and $\sigma=1.5537$ and $0.1722$. Part (c) found $T_c$ more uncertain in relative terms at $\lambda=0.4$, but in kelvin at $\lambda=1.5$.

Part (d) seeks the change of $\lambda$ that offsets the whole range of $\mu^*$, and the response of $T_c$ to a uniform error in the phonon frequencies. Part (e) checks the slopes of the fit against the linearized isotropic Eliashberg equations for one Einstein mode $\omega_E$ on the Matsubara frequencies $\omega_n=\pi T(2n+1)$, with gap $\Delta_n$ and renormalization $Z_n$,
\begin{align}
Z_n\Delta_n&=\sum_{m=-N}^{N-1}\frac{\lambda(n-m)-\mu_c}{|2m+1|}\,\Delta_m,\label{gap}\\
Z_n&=1+\frac{1}{2n+1}\sum_{m=-\infty}^{\infty}\lambda(n-m)\,\mathrm{sgn}(2m+1),\label{Z}
\end{align}
where $\lambda(l)=\lambda/[1+(2\pi Tl/\omega_E)^2]$ and $\mu_c$ is the repulsion that belongs to the cutoff $\omega_c=2\pi TN$.

\subsection*{(d) The accuracy needed in $\lambda$ and in the phonons}

Define $\lambda'$ by $T_c(\lambda',\mu_2)=T_c(\lambda,\mu_1)$. For the exponent alone the condition is $E(\lambda',\mu_2)=E_1$. Multiplying by the denominator and collecting $\lambda'$,
\begin{align}
1.04+1.04\lambda'&=E_1\left[\lambda'(1-0.62\mu_2)-\mu_2\right],\nonumber\\
\lambda'&=\frac{1.04+E_1\mu_2}{E_1(1-0.62\mu_2)-1.04},
\end{align}
which exists when $E_1(1-0.62\mu_2)>1.04$. The numbers are
\begin{align}
\frac{1.04+5.2907\times0.15}{5.2907\,(1-0.62\times0.15)-1.04}&=0.4878,\nonumber\\
\frac{1.04+1.9893\times0.15}{1.9893\,(1-0.62\times0.15)-1.04}&=1.751 .
\end{align}
Root finding on the full formula with $f_1$ gives $0.4877$ and $1.746$, shifts of $22$ and $16$ per cent of $\lambda$.

These shifts are similar although the spreads differ ninefold. Setting $d\ln T_c=0$ with the exponent terms of Eqs.~(\ref{dl}) and (\ref{dm}) cancels the factor $1.04/D^2$,
\begin{equation}
\frac{d\lambda}{\lambda}=\frac{(1+\lambda)(1+0.62\lambda)}{\lambda(1+0.38\mu^*)}\,d\mu^*=\frac{1/\lambda+1.62+0.62\lambda}{1+0.38\mu^*}\,d\mu^* .
\end{equation}
The term $1/\lambda$ falls while $0.62\lambda$ rises, so the sum changes slowly between these couplings. The small $D$ amplifies errors in $\lambda$ and in $\mu^*$ alike. The range of $\mu^*$ is equivalent to a range of roughly a fifth to a sixth in $\lambda$. This is a full range, about $\pm11$ and $\pm8$ per cent. An error of $\pm3$ per cent in $\lambda$ at the midpoint spans $0.28\,\sigma$ at $\lambda=0.4$ and $0.40\,\sigma$ at $\lambda=1.5$, and $\pm5$ per cent spans $0.47\,\sigma$ and $0.66\,\sigma$. The range of $\mu^*$ dominates only when $\lambda$ is known to a few per cent or better.

A computed $\lambda$ does not err independently of $\omega_{\log}$. Write $\alpha^2F(\omega)=\sum_\nu w_\nu\,\delta(\omega-\omega_\nu)$. For harmonic phonons the weight $w_\nu$ is proportional to the squared zero-point amplitude, which goes as $1/\omega_\nu$. Assume that a change of method scales all frequencies by $s$ and leaves eigenvectors and electronic matrix elements unchanged. Then $w_\nu\to w_\nu/s$, and $\delta(\omega-s\omega_\nu)=s^{-1}\delta(\omega/s-\omega_\nu)$ gives
\begin{equation}
\alpha^2F_s(\omega)=s^{-2}\,\alpha^2F(\omega/s).
\end{equation}
Substitute $\omega=su$ in Eq.~(\ref{moments}). The measure $d\omega/\omega$ is invariant, so $\lambda_s=\lambda/s^2$. In $\ln\omega_{\log}$ the factors $s^{-2}$ cancel between integral and normalization and $\ln\omega=\ln s+\ln u$, so $\omega_{\log}\to s\,\omega_{\log}$. The first moment is invariant because $\omega\,d\omega=s^2u\,du$, so $\bar\omega_2^2\propto1/\lambda_s$ scales as $s^2$ and $r$ is unchanged. With $\mu^*$ held at its value on the phonon scale,
\begin{equation}
\frac{d\ln T_c}{d\ln s}=\frac{d\ln\omega_{\log}}{d\ln s}+S_\lambda\frac{d\ln\lambda}{d\ln s}=1-2S_\lambda .
\end{equation}
The numerical check tests this by quadrature of a scaled two-peak spectrum. At the midpoint the values are $1-2\times7.3369=-13.67$ and $1-2\times1.1363=-1.27$. Frequencies too soft by one per cent raise $T_c$, to first order, by about $14$ per cent of its value at $\lambda=0.4$ and about $1.3$ per cent at $\lambda=1.5$. Because $\lambda\propto s^{-2}$, a relative error in the frequencies counts double in $\lambda$. An error of $\pm3$ per cent in the frequencies spans $0.53\,\sigma$ and $0.44\,\sigma$ at the two couplings. As $S_\lambda\to\tfrac12$ at very large $\lambda$ the response at fixed $\mu^*$ vanishes. If instead the repulsion at a fixed electronic cutoff is held, Eq.~(\ref{cut}) below gives $d\mu^*/d\ln s=\mu^{*2}$, and the added term $\mu^{*2}\,\partial_{\mu^*}\ln T_c$ changes the values to $-14.15$ and $-1.33$ and the large-$\lambda$ limit to about $-0.03$. Softening confined to a few modes changes $r$ and falls outside this result.

\subsection*{(e) Comparison with Eliashberg theory}

Equations~(\ref{gap}) and (\ref{Z}) assume an isotropic gap, a constant density of states and the neglect of vertex corrections. For one mode $\omega_{\log}=\bar\omega_2=\omega_E$ and $r=1$.

The sum for $Z_n$ reduces to a finite one. For $n\ge0$ set $l=n-m$. The terms $m\ge0$ have $l\le n$ and a plus sign, and the terms $m<0$ have $l\ge n+1$ and a minus sign. Since $\lambda(l)$ is even, the latter cancel the terms $l\le-(n+1)$ of the former, which leaves
\begin{equation}
(2n+1)Z_n=2n+1+\sum_{l=-n}^{n}\lambda(l).
\end{equation}

The value of $\mu_c$ depends on the cutoff. Move the phonon part of $Z_n\Delta_n$ to the right of Eq.~(\ref{gap}):
\begin{equation}
\Delta_n=\sum_m\lambda(n-m)\left[\frac{\Delta_m}{|2m+1|}-\frac{\mathrm{sgn}(2m+1)\,\Delta_n}{2n+1}\right]-\mu_c\sum_{m=-N}^{N-1}\frac{\Delta_m}{|2m+1|},
\end{equation}
with $\Delta_m=0$ beyond the cutoff. For $\omega_n\gg\omega_E$ the kernel is concentrated within about $\omega_E$ of $m=n$, where the bracket vanishes, and it falls as $(\omega_E/\omega_n)^2$ towards small $m$. To leading order in $\omega_E/\omega_n$ the gap is then a constant $\Delta_\infty$ given by the last term. Split that sum at $N'<N$, both far above the phonon, and call the inner part $A$. The outer part, counting both signs of frequency, is $\Delta_\infty\sum_{m=N'}^{N-1}2/(2m+1)\simeq\Delta_\infty\ln(N/N')$. Then
\begin{equation}
\Delta_\infty=-\mu_c\left[A+\Delta_\infty\ln\frac{N}{N'}\right]\quad\Rightarrow\quad \Delta_\infty=-\frac{A}{1/\mu_c+\ln(N/N')} .
\end{equation}
The inner frequencies feel the cutoff through $\Delta_\infty$, which is unchanged if $1/\mu_c+\ln\omega_c$ is held fixed. The convention adopted here defines $\mu^*$ by continuing this relation to the phonon frequency,
\begin{equation}
\frac{1}{\mu_c}=\frac{1}{\mu^*}-\ln\frac{\omega_c}{\omega_E}.
\label{cut}
\end{equation}
A range of $0.10$ to $0.15$ quoted at a cutoff far above $\omega_E$, where the leading-order relation holds, corresponds by Eq.~(\ref{cut}) to smaller values of $\mu^*$, and those are the ones to insert in Eq.~(\ref{AD}) under this convention.

To solve Eq.~(\ref{gap}), use $\Delta_{-m-1}=\Delta_m$ and $Z_{-m-1}=Z_m$ to fold it onto $m\ge0$, and set $\phi_n=Z_n\Delta_n$ and $w_m=1/[(2m+1)Z_m]$. This gives $\phi_n=\sum_{m\ge0}K_{nm}w_m\phi_m$ with $K_{nm}=\lambda(n-m)+\lambda(n+m+1)-2\mu_c$. Multiplying by $\sqrt{w_n}$ and setting $v_n=\sqrt{w_n}\,\phi_n$ yields
\begin{equation}
v_n=\sum_{m=0}^{N-1}\sqrt{w_n}\,K_{nm}\sqrt{w_m}\;v_m .
\end{equation}
The matrix is real and symmetric, so its eigenvalues are real, and $T_c$ is the temperature at which the largest one equals unity. The solver is tested at $\lambda=1.5$, $\mu^*=0.10$ against the unfolded matrix of Eq.~(\ref{gap}) with $Z_n$ from its defining sum. Raising the cutoff from about $20\,\omega_E$ to about $40\,\omega_E$ changes $\ln T_c$ at the endpoints by at most $0.0022$ at $\lambda=0.4$ and $0.0007$ at $\lambda=1.5$, which supports Eq.~(\ref{cut}).

\begin{center}
\begin{tabular}{lcccc}
 & fit, 0.4 & theory, 0.4 & fit, 1.5 & theory, 1.5\\
$T_1$ (K) & 1.276 & 1.208 & 37.26 & 37.04\\
$T_2$ (K) & 0.270 & 0.242 & 31.37 & 30.63\\
$\sigma$ & 1.554 & 1.606 & 0.172 & 0.190\\
$T_1/T_2$ & 4.73 & 4.98 & 1.19 & 1.21\\
$T_1-T_2$ (K) & 1.01 & 0.97 & 5.89 & 6.42\\
$S_\lambda$ (midpoint) & 7.34 & 7.34 & 1.14 & 1.16
\end{tabular}
\end{center}

The Eliashberg $S_\lambda$ is a central finite difference in $\ln\lambda$ at a cutoff of about $80\,\omega_E$. At $\lambda=0.4$ it converges slowly with the cutoff, being $7.30$ at $20\,\omega_E$ and $7.33$ at $40\,\omega_E$. Both orderings of part (c) survive. The ratio of logarithmic spreads is $8.44$ against $9.02$ for the fit, and the ratio of spreads in kelvin is $6.65$ against $5.86$. For this spectrum, with $\mu^*$ defined at $\omega_E$ as in Eq.~(\ref{cut}), the fit understates the logarithmic spread $\sigma$ at both couplings; in kelvin it understates the spread at $\lambda=1.5$ and slightly overstates it at $\lambda=0.4$. The shortfall relative to the Eliashberg $\sigma$ is larger at $\lambda=1.5$, about a tenth, even though $T_c$ itself is reproduced better there in relative terms. The differences in $\sigma$ are well above the cutoff sensitivity, but they depend on the frequency at which $\mu^*$ is defined. If the range $0.10$ to $0.15$ is defined at $1.5\,\omega_E$ instead of $\omega_E$, the Eliashberg $\sigma$ becomes about $1.4$ at $\lambda=0.4$ and $0.169$ at $\lambda=1.5$, below the values $1.554$ and $0.172$ of the fit. The sign of the difference therefore depends on the convention at both couplings. So does the size of the spread: with the range defined at $10\,\omega_E$ the Eliashberg $\sigma$ is $0.74$ and $0.106$, factors of $2.1$ and $1.11$, and the spreads in kelvin are $0.98$ and $3.98$ K, so both orderings still hold. The comparison covers one Einstein mode within the isotropic theory. It does not test broad spectra, and it says nothing about anisotropic or multiple gaps or about spin fluctuations, none of which enters Eqs.~(\ref{gap}) and (\ref{Z}) or the fit.

\section*{Numbers as computed}
\begin{verbatim}
inputs: wlog = 300 K = 25.85 meV, r = 1, mu* = 0.1, 0.125, 0.15
pole lam0 = mu*/(1-0.62mu*): 0.1066 (mu*=0.1), 0.1654 (mu*=0.15)
dlnTc/dlnlam at lam=1e5: 0.50001
--- lambda = 0.4 (dimensionless unless a unit is shown)
mu*=0.1: D=0.27520 E=5.2907 f1=1.0133 Tc=1.2763 K = 0.1100 meV
  d/dlam: exp 14.2539 f1 0.0486 total 14.3025, S_lam=5.7210
  d/dmu*: exp -23.9927 f1 -0.0535 total -24.0462, S_mu=-2.4046
mu*=0.125: D=0.24400 E=5.9672 f1=1.0121 Tc=0.6481 K = 0.0558 meV
  d/dlam: exp 18.2982 f1 0.0441 total 18.3423, S_lam=7.3369
  d/dmu*: exp -30.5208 f1 -0.0455 total -30.5663, S_mu=-3.8208
mu*=0.15: D=0.21280 E=6.8421 f1=1.0110 Tc=0.2699 K = 0.0233 meV
  d/dlam: exp 24.2753 f1 0.0403 total 24.3156, S_lam=9.7263
  d/dmu*: exp -40.1266 f1 -0.0390 total -40.1657, S_mu=-6.0249
ln[Tc1/Tc2]: exp 1.5514 f1 0.0023 total 1.5537, midpoint estimate 1.5283
Tc1/Tc2=4.7289, Tc1-Tc2=1.0064 K = 0.0867 meV
linear extrapolation of Tc from mu*=0.1 to 0.15: -0.2582 K
ln[Tc1/Tc2] for r=1.2: 1.5544
lam': exp only 0.4878, full 0.4877, shift 21.93 %
dlnTc/dlns at mu*=0.125: -13.6738
Eliashberg: Tc1=1.208 K, Tc2=0.242 K, Tc1-Tc2=0.965 K
Eliashberg: ln[Tc1/Tc2]=1.6061, ratio 4.983, S_lam(mu*=0.125)=7.300
Eliashberg: change of lnTc on doubling the cutoff 0.0022
--- lambda = 1.5 (dimensionless unless a unit is shown)
mu*=0.1: D=1.30700 E=1.9893 f1=1.0896 Tc=37.2633 K = 3.2111 meV
  d/dlam: exp 0.6319 f1 0.0757 total 0.7076, S_lam=1.0614
  d/dmu*: exp -2.9375 f1 -0.3126 total -3.2501, S_mu=-0.3250
mu*=0.125: D=1.25875 E=2.0655 f1=1.0817 Tc=34.2774 K = 2.9538 meV
  d/dlam: exp 0.6876 f1 0.0700 total 0.7576, S_lam=1.1363
  d/dmu*: exp -3.1670 f1 -0.2705 total -3.4375, S_mu=-0.4297
mu*=0.15: D=1.21050 E=2.1479 f1=1.0749 Tc=31.3696 K = 2.7032 meV
  d/dlam: exp 0.7502 f1 0.0650 total 0.8152, S_lam=1.2227
  d/dmu*: exp -3.4245 f1 -0.2358 total -3.6604, S_mu=-0.5491
ln[Tc1/Tc2]: exp 0.1586 f1 0.0136 total 0.1722, midpoint estimate 0.1719
Tc1/Tc2=1.1879, Tc1-Tc2=5.8937 K = 0.5079 meV
linear extrapolation of Tc from mu*=0.1 to 0.15: 31.2079 K
ln[Tc1/Tc2] for r=1.2: 0.1799
lam': exp only 1.7512, full 1.7462, shift 16.41 %
dlnTc/dlns at mu*=0.125: -1.2727
Eliashberg: Tc1=37.043 K, Tc2=30.626 K, Tc1-Tc2=6.418 K
Eliashberg: ln[Tc1/Tc2]=0.1902, ratio 1.210, S_lam(mu*=0.125)=1.161
Eliashberg: change of lnTc on doubling the cutoff 0.0007
--- comparison
log spread ratio (0.4 over 1.5): fit 9.02, Eliashberg 8.44
kelvin spread ratio (1.5 over 0.4): fit 5.86, Eliashberg 6.65
\end{verbatim}
